**Numerical test of the adiabatic electrocaloric relation**

For a reversible adiabatic change of a second-order Landau ferroelectric, $C\ln(T_2/T_1)=a_0(P_2^2-P_1^2)/2$. Here $C$ is the constant lattice heat capacity per volume at fixed polarization, $a_0$ the temperature slope of the quadratic coefficient, and $T_i,P_i$ the temperature and polarization of the two states. The program asserts that the formula agrees with equal-entropy states found from finite differences of the equilibrium free energy, and with a stepwise integration of the first law. It also asserts the formulas for the adiabatic stiffness and the fixed-field heat capacity, the cooling on field removal, and the extra term from a temperature-dependent quartic coefficient. For sudden switching it asserts positive entropy production and a higher final temperature. With the model parameters, the output shows slow heating of 3.59 K from 330 K and 3.54 K from 310 K. Sudden switching gives 4.77 K and 4.30 K.

## Program and output

```python
"""Adiabatic electrocaloric relation of a second-order Landau ferroelectric.

Result under test, for a reversible adiabatic change (T1,P1) -> (T2,P2):
    C ln(T2/T1) = a0 (P2^2 - P1^2) / 2
Free energy density: f = f0(T) + a0 (T-T0) P^2/2 + b P^4/4
T temperature, P polarization, E electric field, C = -T f0''(T) constant
lattice heat capacity per volume at fixed P, T0 transition temperature.
g(T,E) is the equilibrium value of f - E P, s entropy density,
u internal energy density. All quantities are in SI units.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq

T0, a0, b, C = 320.0, 1.0e6, 1.0e9, 3.0e6
E_high = 2.0e7

# Symbolic thermodynamics from the free energy alone.
T_, P_, T0_, a_, b_, C_ = sp.symbols("T P T0 a0 b C", positive=True)
f_ = (C_ * (T_ - T_ * sp.log(T_ / T0_))
      + a_ * (T_ - T0_) * P_**2 / 2 + b_ * P_**4 / 4)
s_ = -sp.diff(f_, T_)
u_ = sp.expand(f_ + T_ * s_)
assert sp.simplify(T_ * sp.diff(s_, T_) - C_) == 0
assert sp.simplify(s_ - C_ * sp.log(T_ / T0_) + a_ * P_**2 / 2) == 0
assert sp.simplify(u_ - C_*T_ + a_*T0_*P_**2/2 - b_*P_**4/4) == 0
# First law du = E dP gives C dT = a0 T P dP.
heating_ = sp.diff(f_, P_) - sp.diff(u_, P_)
assert sp.simplify(heating_ - a_ * T_ * P_) == 0
energy = sp.lambdify((T_, P_), u_.subs({T0_: T0, a_: a0, b_: b, C_: C}),
                     "math")


def field(T, P, b1=0.0):
    """Equation of state; b1 is an optional temperature slope of b."""
    return a0 * (T - T0) * P + (b + b1 * (T - T0)) * P**3


def equilibrium_P(T, E, b1=0.0):
    """Polarization on the stable branch that has P >= 0 at E >= 0."""
    a = a0 * (T - T0)
    bt = b + b1 * (T - T0)
    low = np.sqrt(-a / (3 * bt)) if a < 0 else -1.0
    return brentq(lambda P: field(T, P, b1) - E, low, 1.0,
                  xtol=1e-14, rtol=1e-14)


def g(T, E, b1=0.0):
    P = equilibrium_P(T, E, b1)
    return (C * (T - T * np.log(T / T0)) + a0 * (T - T0) * P**2 / 2
            + (b + b1 * (T - T0)) * P**4 / 4 - E * P)


def entropy(T, E, b1=0.0, h=0.02):
    """Entropy by finite difference of the equilibrium free energy."""
    return -(g(T + h, E, b1) - g(T - h, E, b1)) / (2 * h)


def T_equal_entropy(T1, E1, E2, b1=0.0):
    s1 = entropy(T1, E1, b1)
    return brentq(lambda T: entropy(T, E2, b1) - s1, T1 - 9, T1 + 9,
                  xtol=1e-11)


def T_on_adiabat(P, T1, P1):
    return T1 * np.exp(a0 * (P**2 - P1**2) / (2 * C))


def T_first_law(T1, E2, steps=400):
    """Slow field rise: each step obeys du = E dP; entropy is not used."""
    T, E, P = T1, 0.0, equilibrium_P(T1, 0.0)
    for E_new in np.linspace(0, E2, steps + 1)[1:]:
        def balance(Tn):
            Pn = equilibrium_P(Tn, E_new)
            work = 0.5 * (E + E_new) * (Pn - P)
            return energy(Tn, Pn) - energy(T, P) - work
        T = brentq(balance, T - 1, T + 1, xtol=1e-11)
        E, P = E_new, equilibrium_P(T, E_new)
    return T


def stiffness(T, P):
    return a0 * (T - T0) + 3 * b * P**2


print(f"T0 = {T0:.1f} K")
print(f"a0 = {a0:.3e} V m/(C K)")
print(f"b = {b:.3e} V m^5/C^3")
print(f"C = {C:.3e} J/(m^3 K)")
print(f"applied field = {E_high:.3e} V/m")

for name, T1 in (("para", 330.0), ("ferro", 310.0)):
    P1 = equilibrium_P(T1, 0.0)
    P1 = 0.0 if abs(P1) < 1e-12 else P1
    # Closed formula combined with the equation of state.
    P2 = brentq(lambda P: field(T_on_adiabat(P, T1, P1), P) - E_high,
                P1, 1.0, xtol=1e-14)
    T2 = T_on_adiabat(P2, T1, P1)
    rise = T2 - T1

    # Independent road 1: equal entropy from numerical g(T,E).
    T2_num = T_equal_entropy(T1, 0.0, E_high)
    assert abs(T2_num - T2) < 1e-6 * rise
    hE = 1e4
    P2_num = -(g(T2_num, E_high + hE) - g(T2_num, E_high - hE)) / (2 * hE)
    P1_num = -(g(T1, hE) - g(T1, -hE)) / (2 * hE)
    left = C * np.log(T2_num / T1)
    right = a0 * (P2_num**2 - P1_num**2) / 2
    assert abs(left - right) < 1e-5 * right

    # Independent road 2: first law; tolerance covers the step error.
    T2_law = T_first_law(T1, E_high)
    assert abs(T2_law - T2) < 2e-5 * rise

    # Stiffness along the adiabat from numerical equal-entropy states.
    Ea, Eb = 0.99 * E_high, 1.01 * E_high
    Pa = equilibrium_P(T_equal_entropy(T1, 0.0, Ea), Ea)
    Pb = equilibrium_P(T_equal_entropy(T1, 0.0, Eb), Eb)
    K_iso = stiffness(T2, P2)
    K_ad = K_iso + a0**2 * T2 * P2**2 / C
    assert abs((Eb - Ea) / (Pb - Pa) / K_ad - 1) < 1e-3

    # Heat capacity at fixed field against its formula.
    H = 0.5
    CE_num = T2 * (entropy(T2 + H, E_high) - entropy(T2 - H, E_high)) / (2*H)
    CE = C + a0**2 * T2 * P2**2 / K_iso
    assert abs((CE_num - CE) / (CE - C)) < 1e-3

    # Estimate with the polarization taken at the initial temperature.
    P_iso = equilibrium_P(T1, E_high)
    rise_iso = a0 * T1 * (P_iso**2 - P1**2) / (2 * C)
    rise_small = a0 * T1 * (P2**2 - P1**2) / (2 * C)
    assert rise_iso > rise > rise_small

    # Sudden switching: work E_high*(P-P1), irreversible.
    def sudden(T):
        P = equilibrium_P(T, E_high)
        return energy(T, P) - energy(T1, P1) - E_high * (P - P1)
    T_sud = brentq(sudden, T1, T1 + 20, xtol=1e-11)
    P_sud = equilibrium_P(T_sud, E_high)
    produced = entropy(T_sud, E_high) - entropy(T1, 0.0)
    excess = C * np.log(T_sud / T1) - a0 * (P_sud**2 - P1**2) / 2
    assert produced > 0 and T_sud > T2
    assert abs(excess / produced - 1) < 1e-5

    print(f"{name}: T1 = {T1:.1f} K")
    print(f"{name}: P1 = {P1:.5f} C/m^2")
    print(f"{name}: P2 = {P2:.5f} C/m^2")
    print(f"{name}: T2 = {T2:.4f} K")
    print(f"{name}: heating, formula = {rise:.4f} K")
    print(f"{name}: heating, equal entropy = {T2_num - T1:.4f} K")
    print(f"{name}: heating, first law = {T2_law - T1:.4f} K")
    print(f"{name}: C ln(T2/T1) = {left:.1f} J/(m^3 K)")
    print(f"{name}: a0(P2^2-P1^2)/2 = {right:.1f} J/(m^3 K)")
    print(f"{name}: small-change heating = {rise_small:.4f} K")
    print(f"{name}: P at T1 in field = {P_iso:.5f} C/m^2")
    print(f"{name}: heating estimate from it = {rise_iso:.4f} K")
    print(f"{name}: isothermal stiffness = {K_iso:.4e} V m/C")
    print(f"{name}: adiabatic stiffness = {K_ad:.4e} V m/C")
    print(f"{name}: C_E at end = {CE:.4e} J/(m^3 K)")
    print(f"{name}: sudden heating = {T_sud - T1:.4f} K")
    print(f"{name}: sudden entropy produced = {produced:.1f} J/(m^3 K)")

# Zero-field excess heat capacity below the transition.
Tz, H = 319.0, 0.5
CE_zero = Tz * (entropy(Tz + H, 0.0) - entropy(Tz - H, 0.0)) / (2 * H)
assert abs((CE_zero - C) / (a0**2 * Tz / (2 * b)) - 1) < 1e-3
print(f"zero-field C_E jump at T0 = {a0**2*T0/(2*b):.4e} J/(m^3 K)")

# Reversible removal of the field, ending in the paraelectric state.
Tc1 = 330.0
Pc1 = equilibrium_P(Tc1, E_high)
Tc2 = T_on_adiabat(0.0, Tc1, Pc1)
assert Tc2 > T0
assert abs(T_equal_entropy(Tc1, E_high, 0.0) - Tc2) < 1e-6 * (Tc1 - Tc2)
print(f"cooling: start T = {Tc1:.1f} K, P = {Pc1:.5f} C/m^2")
print(f"cooling: final T = {Tc2:.4f} K")
print(f"cooling: temperature change = {Tc2 - Tc1:.4f} K")

# A temperature-dependent quartic coefficient adds an entropy term.
b1, Tb1 = 2.0e6, 330.0
Tb2 = T_equal_entropy(Tb1, 0.0, E_high, b1)
Pb2 = equilibrium_P(Tb2, E_high, b1)
gap = C * np.log(Tb2 / Tb1) - a0 * Pb2**2 / 2
assert abs(gap / (b1 * Pb2**4 / 4) - 1) < 1e-4
print(f"variable b: slope b1 = {b1:.3e} V m^5/(C^3 K)")
print(f"variable b: C ln(T2/T1) = {C*np.log(Tb2/Tb1):.1f} J/(m^3 K)")
print(f"variable b: a0 P2^2/2 = {a0*Pb2**2/2:.1f} J/(m^3 K)")
print(f"variable b: difference = {gap:.1f} J/(m^3 K)")

print("tests ok")
```

It prints:

```
T0 = 320.0 K
a0 = 1.000e+06 V m/(C K)
b = 1.000e+09 V m^5/C^3
C = 3.000e+06 J/(m^3 K)
applied field = 2.000e+07 V/m
para: T1 = 330.0 K
para: P1 = 0.00000 C/m^2
para: P2 = 0.25478 C/m^2
para: T2 = 333.5895 K
para: heating, formula = 3.5895 K
para: heating, equal entropy = 3.5895 K
para: heating, first law = 3.5895 K
para: C ln(T2/T1) = 32455.4 J/(m^3 K)
para: a0(P2^2-P1^2)/2 = 32455.4 J/(m^3 K)
para: small-change heating = 3.5701 K
para: P at T1 in field = 0.25917 C/m^2
para: heating estimate from it = 3.6943 K
para: isothermal stiffness = 2.0832e+08 V m/C
para: adiabatic stiffness = 2.1554e+08 V m/C
para: C_E at end = 3.1039e+06 J/(m^3 K)
para: sudden heating = 4.7685 K
para: sudden entropy produced = 10950.6 J/(m^3 K)
ferro: T1 = 310.0 K
ferro: P1 = 0.10000 C/m^2
ferro: P2 = 0.27938 C/m^2
ferro: T2 = 313.5360 K
ferro: heating, formula = 3.5360 K
ferro: heating, equal entropy = 3.5360 K
ferro: heating, first law = 3.5360 K
ferro: C ln(T2/T1) = 34025.9 J/(m^3 K)
ferro: a0(P2^2-P1^2)/2 = 34026.0 J/(m^3 K)
ferro: small-change heating = 3.5160 K
ferro: P at T1 in field = 0.28371 C/m^2
ferro: heating estimate from it = 3.6422 K
ferro: isothermal stiffness = 2.2769e+08 V m/C
ferro: adiabatic stiffness = 2.3585e+08 V m/C
ferro: C_E at end = 3.1075e+06 J/(m^3 K)
ferro: sudden heating = 4.2986 K
ferro: sudden entropy produced = 7548.9 J/(m^3 K)
zero-field C_E jump at T0 = 1.6000e+05 J/(m^3 K)
cooling: start T = 330.0 K, P = 0.25917 C/m^2
cooling: final T = 326.3263 K
cooling: temperature change = -3.6737 K
variable b: slope b1 = 2.000e+06 V m^5/(C^3 K)
variable b: C ln(T2/T1) = 33893.1 J/(m^3 K)
variable b: a0 P2^2/2 = 31862.7 J/(m^3 K)
variable b: difference = 2030.5 J/(m^3 K)
tests ok
```
